Normal-incidence transmission through an electrostatic barrier in one valley of graphene, part 1

(Sections cited here and not found follow in the second part.)

## First half: the Dirac equation of one valley

Electrons near one of the two band-crossing points (valleys) of monolayer graphene are described by a two-component envelope function ψ(x, y), whose components are the amplitudes on the two sublattices. In atomic units, with ħ = 1, the Hamiltonian used in this half is

H = v(σ_x p_x + σ_y p_y) + V(x).

Here p_x = −i∂/∂x, p_y = −i∂/∂y, and v is the band velocity. The Pauli matrices act on the sublattice components: σ_x exchanges them, σ_z = diag(1, −1), and σ_xσ_y = iσ_z. The potential energy V is real, static, the same on both sublattices and independent of y. It tends to constants V_L on the far left and V_R on the far right, the two leads. There is no gap, no magnetic field and no scattering by disorder or phonons.

Momentum is measured from the valley point. Since V does not depend on y, the transverse momentum k_y is conserved, and normal incidence means k_y = 0.

**(a) Find the particle flux along x, and identify the states that move right and left in the leads at normal incidence.**

Solution. The flux follows from the conservation of probability. The wave equation i∂ψ/∂t = Hψ gives, for a state independent of y,

∂ψ/∂t = −vσ_x ∂ψ/∂x − iVψ.

The Hermitian conjugate equation is

∂ψ†/∂t = −v(∂ψ†/∂x)σ_x + iVψ†.

Multiply the first by ψ† from the left and the second by ψ from the right, and add. The terms in V cancel because V is real, and the rest is a total derivative:

∂(ψ†ψ)/∂t = −∂(vψ†σ_xψ)/∂x.

The flux is therefore

j = vψ†σ_xψ.

In a stationary state ψ†ψ does not change with time, so j is the same at every x.

At k_y = 0 the Hamiltonian reduces to

H₀ = vσ_x p_x + V(x).

Let χ₊ = (1, 1)/√2 and χ₋ = (1, −1)/√2 be the eigenvectors of σ_x with eigenvalues s = +1 and s = −1. In the left lead, a plane wave χ_s exp(ikx) has energy

E = V_L + svk.

Its group velocity dE/dk is sv, and its flux is also sv. The wave with s = +1 thus moves right and the wave with s = −1 moves left. This holds whether E lies above or below V_L. What changes with the sign of E − V_L is the wavevector of the right-mover, k = (E − V_L)/v. It is positive for an electron-like state (E above the crossing energy V_L) and negative for a hole-like one.

The direction of motion is thus fixed by the sublattice spinor and not by the sign of k. The same statements hold in the right lead with V_R in place of V_L.

**(b) A wave of energy E arrives from the left at normal incidence. Solve the wave equation for an arbitrary profile V(x), and find the reflection probability R and the transmission probability T.**

Solution. The matrix σ_x commutes with itself, with p_x and with the scalar V. Hence

[σ_x, H₀] = 0,

and the two eigenvalues of σ_x do not mix. Write ψ(x) = ψ₊(x)χ₊ + ψ₋(x)χ₋. Projecting H₀ψ = Eψ on χ_s gives one first-order equation for each s:

−isv ψ_s′ + Vψ_s = Eψ_s.

Move V to the right-hand side and divide by −isv. Since 1/(−is) = is for s = ±1,

ψ_s′ = is[(E − V)/v]ψ_s.

Define a phase φ(x) by

φ′(x) = [E − V(x)]/v, φ(0) = 0.

The solution is then

ψ₊ = C₊ exp(iφ), ψ₋ = C₋ exp(−iφ),

with constants C₊ and C₋. No wave enters from the right. A wave entering from the right would be a left-mover in the right lead, so ψ₋ = 0 there. This fixes C₋ = 0, and because C₋ is one constant for the whole line, ψ₋ also vanishes in the left lead. There is no reflected wave.

The flux is v|C₊|² in both leads. Therefore

R = 0, T = 1.

This proves perfect transmission within the stated model. It holds for every energy and for any height, width and shape of V for which the integral defining φ exists over finite intervals. It also holds for a junction with V_L ≠ V_R. The derivation did not use smoothness of V. Smoothness has another role: it decides whether one valley with a scalar potential is an adequate description of the lattice, which is examined in the second half.

The result can also be read as a selection rule. To turn back, the particle would have to pass from χ₊ to χ₋. These spinors are orthogonal, and a potential that acts equally on both sublattices cannot connect them at any order, because σ_x is conserved by the full H₀.

**(c) What happens where V exceeds E? Find the phase of the transmitted wave and the delay that the barrier causes.**

Solution. Where V > E, the local wavevector φ′ = (E − V)/v of the right-mover is negative. The particle occupies a hole-like state there, whose energy rises with k as for every s = +1 state, so its velocity is still +v. The wave oscillates inside the barrier and does not decay. At a point where V = E the wavelength is infinite, but the flux is unchanged.

Take V_L = V_R = 0. Free passage from −X to X gives the phase 2XE/v. With the barrier, the phase is the integral of (E − V)/v. The amplitude relative to free passage is the ratio of the two waves:

t = exp[−(i/v)∫V dx].

This phase does not depend on E. The delay relative to free passage is the energy derivative of the phase of t, and it is zero.

The time-dependent equation shows the same for a packet. For s = +1 it reads i∂ψ₊/∂t = −iv∂ψ₊/∂x + Vψ₊. Substitution confirms the solution

ψ₊(x, t) = exp[−(i/v)∫V dx′] f(x − vt),

where the integral runs from a fixed point to x. The time derivative gives −ivf′ times the exponential. The space derivative gives −ivf′ − Vf times the same exponential, and the potential term restores +Vf. The density |f(x − vt)|² moves through the barrier without a change of shape or speed.

For a numerical case, take v = 10⁶ m/s, which is 0.457 atomic units and corresponds to ħv = 0.6582 eV nm. Let the barrier be

V(x) = (V₀/2){tanh[(x + L/2)/w] − tanh[(x − L/2)/w]}

with V₀ = 0.30 eV, L = 150 nm and w = 10 nm, and let E = 0.10 eV. The bracket is the difference of two copies of one function displaced by L. Its integral is L times the total rise of that function, which is 2L. Hence ∫V dx = V₀L = 45.0 eV nm, and

arg t = −45.0/0.6582 = −68.37 rad,

which is 0.748 rad after adding 11 × 2π. Direct integration of the two-component equation, matched to lead states, also gives 0.748 rad.

The same integration tests the transmission at seven energies within ±3kT of 0.10 eV, where kT = 0.0259 eV at 300 K. The largest |T − 1| is 1 × 10⁻⁷, which is integration error. It is again about 1 × 10⁻⁷ when w is reduced to 1 nm. For an irregular profile with a bump, a dip and leads at 0 and 0.30 eV, it is 3 × 10⁻⁷. If a term mσ_z with m = 0.02 eV is added to that irregular profile, the solver finds R = 0.0965 at 0.10 eV. The absence of reflection is thus not built into the numerical method.

**(d) Which terms in the Hamiltonian spoil the result? Show that a transverse momentum k_y and a uniform mass term mσ_z act through a single parameter.**

Solution. A term proportional to the unit matrix or to σ_x commutes with σ_x, and the argument of part (b) survives. Terms in σ_y and σ_z do not commute with σ_x and connect χ₊ with χ₋. Two such terms are vk_yσ_y, from oblique incidence, and mσ_z, from a potential that differs between the sublattices. The latter opens a gap 2m. With both present,

H = vσ_x p_x + V + vk_yσ_y + mσ_z.

Set

q = √[k_y² + (m/v)²], k_y = q cos α, m/v = q sin α.

The last two terms of H become vq(σ_y cos α + σ_z sin α). The rotation U = exp(−iασ_x/2) turns σ_y about the σ_x axis:

Uσ_yU† = σ_y cos α + σ_z sin α.

Since U is constant in space and commutes with σ_x and V,

H = U[vσ_x p_x + V + vqσ_y]U†.

The rotation multiplies χ₊ and χ₋ by phases, so it changes no flux. Reflection and transmission at given E therefore depend on k_y and m through q alone. A gap at normal incidence acts like a gapless sheet met at an angle.

**(e) Find R to lowest order in q.**

Solution. Take the rotated equation, multiply it by σ_x and use σ_xσ_y = iσ_z:

−ivψ′ + ivqσ_zψ = (E − V)σ_xψ.

Solving for the derivative gives

ψ′ = iφ′σ_xψ + qσ_zψ.

Because σ_zχ₊ = χ₋ and σ_zχ₋ = χ₊, the components obey

ψ₊′ = iφ′ψ₊ + qψ₋,
ψ₋′ = −iφ′ψ₋ + qψ₊.

Remove the known phases by writing ψ₊ = A exp(iφ) and ψ₋ = B exp(−iφ). The second equation becomes

B′ = q exp(2iφ)A.

To lowest order A = 1, so that between two points −X and X in the leads

B(−X) = B(X) − q∫exp(2iφ)dx.

The boundary values need care, because for q ≠ 0 a right-moving lead state has a small ψ₋ component. In a lead with φ′ = k, both components vary as exp(ikx). The equation for ψ₋ then reads ikψ₋ = −ikψ₋ + qψ₊, which gives ψ₋ = qψ₊/(2ik). Hence B(X) = q exp[2iφ(X)]/(2ik_R). On the left, B(−X) is the corresponding part of the incident wave plus the reflected amplitude r. Solving for r,

r = −qJ,

J = ∫exp(2iφ)dx + exp[2iφ(−X)]/(2ik_L) − exp[2iφ(X)]/(2ik_R),

with the integral from −X to X. The two end terms are what the oscillating tails beyond ±X contribute when they are integrated with a weak damping factor that is then removed. So J is the integral of exp(2iφ) over the whole line in that sense, and

R = q²|J|².

This requires q|J| ≪ 1 and q ≪ |k| in the leads. For a barrier of width L it also requires q²L ≪ |k| inside the barrier, because q changes the wavevector there at second order and so shifts the phase between the two edges. The loss starts quadratically, so a small misalignment costs little.

The integrand oscillates except near points where φ′ = 0, that is, where V = E. There φ″ has magnitude F/v, with F = |V′|. A quadratic expansion of φ gives each such point a contribution of magnitude √(πv/F). In the example, V = E at x = −78.5 nm, where F = 0.0133 eV/nm, so this magnitude is √(π × 0.6582/0.0133) = 12.5 nm. The two edges interfere, and in this estimate |J| may lie between 0 and 25 nm. The computed value is 13.8 nm.

At an angle of 0.5°, q = 0.1519 × sin 0.5° = 0.001326 nm⁻¹. The law gives R = 3.325 × 10⁻⁴, and the full integration gives 3.330 × 10⁻⁴.

## Second half: the lattice and a device

The symbols carried over are these. The velocity is v, the barrier is V(x) with height V₀, width L and edge parameter w, and φ′ = (E − V)/v. For one valley at normal incidence, σ_x is conserved and T = 1. A constant coupling q between the right-mover ψ₊ and the left-mover ψ₋ gives R = q²|J|² for small q, where J = ∫exp(2iφ)dx and |J| = 13.8 nm in the example. A point where V = E contributes about √(πv/F) to |J|, with F the slope of V there.

The Dirac equation is the long-wavelength limit of a lattice model. Let electrons hop between nearest neighbours at distance a with matrix element −t, and let each atom have the potential energy V at its own position. For a = 0.142 nm, the relation v = 3ta/2 derived below gives t = 2 × 0.6582/(3 × 0.142) = 3.09 eV. Two orientations of the barrier are considered: its normal may lie along a zigzag row of atoms or along one of the bonds.

For one valley with a potential equal on both sublattices, transmission at normal incidence is perfect, and a small transverse momentum or uniform mass gives a reflection R = q²|J|². It remains to find how much the lattice reflects in the two barrier orientations, and how large the omitted effects are in a gated channel at 300 K.
